**Radial equation and mass-tensor positivity of the Bachelet–Ceperley–Chiocchetti pseudo-Hamiltonian**

For $h=-\tfrac12\nabla\cdot(1+a)\nabla+bL^2/(2r^2)+v$ in Hartree units, with $p=1+a$ and $t=1+a+b$, the inverse mass tensor has eigenvalues $p,t,t$, and $\psi=uY_{lm}/r$ obeys $-\tfrac12(pu')'+[a'/(2r)+t\,l(l+1)/(2r^2)+v]u=\varepsilon u$. With $L^2$ built from Cartesian derivatives, the program asserts at a test point the tensor form, its eigenvalues, the radial equation for $l=0$ to $3$, and the diffusion drift and covariance, and it asserts the Liouville form. It further asserts that a Galerkin solution of the three-dimensional quadratic form agrees with collocation of the radial equation, that the constant-coefficient spectrum and the bound $-Z^2/(2\mu)$ for $p,t\ge\mu$ hold, and that trial energies for $p<0$ and large-$l$ levels for $t<0$ follow their asymptotic laws. For P$^{4+}$ it asserts agreement of the radial levels with Gaussian-basis ECP results, the Wronskian identity, the rise of levels with $l$ when the tensor is positive, and the recovery of $3s$ and $3p$ after inversion at nonzero $a$. The output shows that the $a=0$ mapping $t_0=1+r^2(V_p-V_s)$ stays positive for BFD (minimum 0.285) but not for ccECP (minimum $-0.352$), where an $l=5$ level falls below $3s$. The choice $a=-0.95\,e^{-r^4}$ restores positivity with masses up to 20 (radial) and about 36 (tangential), at errors of $+3.56$, $-0.34$ and $-0.18$ eV in $3d$, $4s$ and $4p$ relative to the semilocal ccECP levels.

## Program and output

```python
# Pseudo-Hamiltonian h = -1/2 div (1+a) grad + b L^2/(2 r^2) + v  (Hartree units).
# p = 1+a, t = 1+a+b; inverse mass tensor A = p rr + t (1 - rr), rr = radial projector.
# Claims: for psi = u Y_lm / r,  -(p u')'/2 + [a'/(2r) + t l(l+1)/(2r^2) + v] u = E u;
# p,t >= mu > 0 gives E >= -Z^2/(2 mu) for v = -Z/r and levels rising with l;
# p < 0 or t < 0 somewhere gives a spectrum unbounded below.
# Example: one-electron P4+ with BFD and ccECP semilocal potentials V_l mapped onto h.
import numpy as np, sympy as sp
from numpy.polynomial import legendre as leg
from scipy.linalg import eigh, eigvals
from scipy.optimize import minimize_scalar
from scipy.integrate import cumulative_trapezoid
from scipy.constants import physical_constants
from pyscf import gto, scf
EV = physical_constants['Hartree energy in eV'][0]

# ---------- Cartesian symbolic tests, L^2 built from r x grad ----------
X = x, y, z = sp.symbols('x y z', real=True); q = sp.symbols('q', positive=True)
rs = sp.sqrt(x*x+y*y+z*z)
aq = -sp.exp(-q**2)/2; bq = -q**2*sp.exp(-q)/3; pq = 1+aq
aS, bS = aq.subs(q, rs), bq.subs(q, rs)
def L2(f):
    out = 0
    for i, j in ((1, 2), (2, 0), (0, 1)):
        g = X[i]*sp.diff(f, X[j])-X[j]*sp.diff(f, X[i])
        out -= X[i]*sp.diff(g, X[j])-X[j]*sp.diff(g, X[i])
    return out
kin = lambda f: -sum(sp.diff((1+aS)*sp.diff(f, s), s) for s in X)/2 + bS*L2(f)/(2*rs**2)
A = sp.Matrix(3, 3, lambda i, j: (1+aS+bS)*int(i == j) - bS*X[i]*X[j]/rs**2)
pt = {x: sp.Rational(3, 10), y: sp.Rational(-7, 10), z: sp.Rational(1, 2)}
num = lambda e: float(sp.N(sp.sympify(e).subs(pt), 30))
f = sp.exp(-x*x-2*y*y-z*z/2+x*z+y)
tens = -sum(sp.diff(A[i, j]*sp.diff(f, X[j]), X[i]) for i in range(3) for j in range(3))/2
assert abs(num(kin(f)-tens)) < 1e-13
ev = np.linalg.eigvalsh(np.array([[num(A[i, j]) for j in range(3)] for i in range(3)]))
assert np.allclose(ev, sorted([num(1+aS), num(1+aS+bS), num(1+aS+bS)]), atol=1e-13)
uq = q**2*(1+q)*sp.exp(-q)
for l, S in ((0, sp.Integer(1)), (1, x+2*z), (2, x*y+x*x-z*z), (3, x*y*z)):
    Y = S/rs**l
    rad = -sp.diff(pq*sp.diff(uq, q), q)/2+(sp.diff(aq, q)/(2*q)+(pq+bq)*l*(l+1)/(2*q*q))*uq
    assert abs(num(kin(uq.subs(q, rs)/rs*Y)-rad.subs(q, rs)/rs*Y)) < 1e-13
for i in range(3):   # Ito drift and covariance of the diffusion generated by -kin
    assert abs(num(-kin(X[i])-(sp.diff(aq, q)-2*bq/q).subs(q, rs)*X[i]/rs/2)) < 1e-13
    for j in range(3):
        assert abs(num(-kin(X[i]*X[j])+X[i]*kin(X[j])+X[j]*kin(X[i])-A[i, j])) < 1e-13
w = sp.sin(q)*sp.exp(-q/3); R4 = sp.Rational(1, 4)   # Liouville form, d/dx = sqrt(p) d/dr
lhs = -pq**R4*sp.diff(pq*sp.diff(pq**(-R4)*w, q), q)/2
rhs = -sp.sqrt(pq)*sp.diff(sp.sqrt(pq)*sp.diff(w, q), q)/2 \
      + (sp.diff(aq, q, 2)/8-sp.diff(aq, q)**2/(32*pq))*w
assert abs(sp.N((lhs-rhs).subs(q, sp.Rational(4, 5)), 30)) < 1e-13

# ---------- two radial solvers on 0 < r < 30 bohr; H = (a, a', b, v) ----------
LM, AL, NB = 1.5, 0.1, 140
rmap = lambda s: (LM*(1+s)/(1-s+AL), LM*(2+AL)/(1-s+AL)**2)
def basis(r):
    s = (r*(1+AL)-LM)/(r+LM); V = leg.legvander(s, NB+1); k = np.arange(NB)
    n = 1/np.sqrt(4*k+6.)
    return (V[:, :NB]-V[:, 2:])*n, -(2*k+3)*V[:, 1:NB+1]*n/rmap(s)[1][:, None]
xg, wg = leg.leggauss(600); rg, jg = rmap(xg); chi, dchi = basis(rg)
Rb = chi/rg[:, None]; dRb = (dchi-Rb)/rg[:, None]; wt = wg*jg*rg**2
Smat = Rb.T@(wt[:, None]*Rb)
def weak(l, H, n=2):   # quadratic form of the 3D operator in R(r); a' never enters
    a, _, b, v = H; p = 1+a(rg); t = p+b(rg)
    M = dRb.T@((wt*p/2)[:, None]*dRb)+Rb.T@((wt*(t*l*(l+1)/(2*rg**2)+v(rg)))[:, None]*Rb)
    c = eigh(M, Smat, subset_by_index=[0, n-1])[1]
    return np.einsum('ik,ij,jk->k', c, M, c)/np.einsum('ik,ij,jk->k', c, Smat, c), c
NC = 110; xc = np.cos(np.pi*np.arange(NC+1)/NC)
cc = np.r_[2, np.ones(NC-1), 2]*(-1.)**np.arange(NC+1)
D = np.outer(cc, 1/cc)/(xc[:, None]-xc[None, :]+np.eye(NC+1)); D -= np.diag(D.sum(1))
D1 = D/rmap(xc)[1][:, None]; D2 = (D1@D1)[1:-1, 1:-1]; D1 = D1[1:-1, 1:-1]; rc_ = rmap(xc)[0][1:-1]
def strong(l, H, n=2, keep=1.0):   # collocation of the derived equation for u
    a, da, b, v = H; r = rc_; p = 1+a(r)
    M = -0.5*(p[:, None]*D2+da(r)[:, None]*D1) \
        + np.diag(keep*da(r)/(2*r)+(p+b(r))*l*(l+1)/(2*r*r)+v(r))
    return np.sort(eigvals(M).real)[:n]
def orb(c, r):
    B, dB = basis(r); sg = np.sign(basis(np.array([1.5]))[0]@c)[0]
    return sg*(B@c), sg*(dB@c)
zero = lambda r: 0*r
rf = np.linspace(1e-3, 4, 4000); TOL = 5e-6   # round-off of stiff spectral matrices

Z = 2.0
for a0, b0 in ((-0.3, 0.5), (-0.3, -0.4)):   # constant coefficients
    s = 0.5+np.sqrt(0.25+2*(1+a0+b0)/(1+a0))
    E = weak(1, (lambda r: a0+0*r, zero, lambda r: b0+0*r, lambda r: -Z/r))[0]
    ex = -Z*Z/(2*(1+a0)*(np.arange(2)+s)**2)
    assert np.allclose(E, ex, atol=TOL)
    print(f"const a={a0} b={b0} Z=2 l=1: s={s:.5f} E={E[0]:.6f} Ha (formula {ex[0]:.6f})")
Hm = (lambda r: -.5*np.exp(-r*r), lambda r: r*np.exp(-r*r), lambda r: -.8*r*r*np.exp(-r*r), lambda r: -Z/r)
mu = min((1+Hm[0](rf)).min(), (1+Hm[0](rf)+Hm[2](rf)).min())
Ew = np.array([weak(l, Hm)[0] for l in range(4)]); Es = np.array([strong(l, Hm) for l in range(4)])
assert np.abs(Ew-Es).max() < TOL and Ew.min() > -Z*Z/(2*mu) and (np.diff(Ew, axis=0) > 0).all()
Edrop = strong(0, Hm, keep=0.)[0]; assert abs(Edrop-Ew[0, 0]) > 1e-2
print("model a=-0.5exp(-r^2), b=-0.8r^2exp(-r^2), v=-2/r")
print("  lowest E l=0..3 (Ha):", " ".join(f"{e:.6f}" for e in Ew[:, 0]))
print(f"  max|form-radial eq|={np.abs(Ew-Es).max():.1e} Ha; E0 without a'/(2r)={Edrop:.6f} Ha")
print(f"  mu={mu:.4f}, bound -Z^2/(2mu)={-Z*Z/(2*mu):.4f} Ha")

# p < 0: trial function bump*sin(kr) on 0.7..1.3 bohr, energy from the form in R, v = 0, l = 0
xb, wb = leg.leggauss(1000); r = 1+.3*xb; p = 1-1.5*np.exp(-4*(r-1)**2)
th = np.pi*(r-1)/.6; bump = np.cos(th)**2; dbump = -np.pi/.6*np.sin(2*th)
pav = (wb*p*bump**2).sum()/(wb*bump**2).sum()
print(f"p=1-1.5exp(-4(r-1)^2): <p> over bump = {pav:.5f}")
for k in (50., 100., 200.):
    u = bump*np.sin(k*r); du = dbump*np.sin(k*r)+k*bump*np.cos(k*r)
    E = (wb*p*(du-u/r)**2).sum()/2/(wb*u*u).sum()
    print(f"  k={k:.0f}/bohr: E={E:.1f} Ha, k^2<p>/2={k*k*pav/2:.1f} Ha")
assert pav < 0 and abs(E/(k*k*pav/2)-1) < 0.01

def collapse(H):   # t < 0: remainder after the l^2 and l terms must tend to a constant
    g = lambda r: (1+H[0](r)+H[2](r))/(2*r*r); r1 = rf[np.argmin(g(rf))]
    r0 = minimize_scalar(g, bounds=(r1-.01, r1+.01), method='bounded', options={'xatol': 1e-10}).x
    h = 1e-3; g2 = (g(r0+h)-2*g(r0)+g(r0-h))/h**2; res = []; hw = []
    print(f"  r0={r0:.4f} bohr, g={g(r0):.5f} Ha, g''={g2:.3f} Ha/bohr^2, p(r0)={1+H[0](r0):.4f}")
    for l in (30, 60):
        E = weak(l, H, 1)[0][0]; hw.append(.5*np.sqrt((1+H[0](r0))*g2*l*(l+1)))
        res.append(E-l*(l+1)*g(r0)-hw[-1])
        print(f"  l={l}: E={E:.2f} Ha, l(l+1)g={l*(l+1)*g(r0):.2f}, omega/2={hw[-1]:.2f}, rest={res[-1]:.2f}")
    assert E < 0 and abs(res[1]-res[0]) < 0.1*(hw[1]-hw[0])   # rest drifts only as 1/l
print("model a=1.5exp(-r^2), b=-6r^2exp(-r^2), v=-2/r")
collapse((lambda r: 1.5*np.exp(-r*r), None, lambda r: -6*r*r*np.exp(-r*r), lambda r: -Z/r))

def wronskian(H):
    (es, cs), (ep, cp) = weak(0, H, 1), weak(1, H, 1); xs, ws = leg.leggauss(200)
    for R in (0.5, 1.0, 2.0):
        r = R*(1+xs)/2; us, up = orb(cs[:, 0], r)[0], orb(cp[:, 0], r)[0]
        I = R*(ws*us*up*((1+H[0](r)+H[2](r))/r**2-(ep[0]-es[0]))).sum()
        Ra = np.array([R]); (s0, s1), (p0, p1) = orb(cs[:, 0], Ra), orb(cp[:, 0], Ra)
        assert abs(((1+H[0](Ra))*(p1*s0-s1*p0))[0]-I) < 1e-5

# ---------- P4+ ----------
for name in ('bfdpp', 'ccecp'):
    ncore, chans = gto.basis.load_ecp(name, 'P'); Zv = 15-ncore
    T = {l: [(n, c[0], c[1]) for n, cs in enumerate(by) for c in cs] for l, by in chans}
    print(f"P4+ {name}: Zeff={Zv}; terms (n,alpha,c) of c r^(n-2) exp(-alpha r^2), l=-1 local")
    for l in sorted(T): print(f"  l={l}:", " ".join(f"({n},{al:.6f},{c:.6f})" for n, al, c in T[l]))
    U = lambda l, r: sum(c*r**(n-2.)*np.exp(-al*r*r) for n, al, c in T.get(l, []))+0*r
    V = lambda l, r: -Zv/r+U(-1, r)+U(l, r)
    sl = [weak(l, (zero, zero, zero, lambda r: V(l, r))) for l in range(3)]
    Eg = []
    for l in range(3):
        mol = gto.M(atom='P 0 0 0', basis={'P': [[l, [.05*1.7**i, 1.]] for i in range(15)]},
                    ecp={'P': name}, charge=4, spin=1, verbose=0)
        Eg.append(eigh(scf.hf.get_hcore(mol), mol.intor('int1e_ovlp'))[0][0])
    H0 = (zero, zero, lambda r: r*r*(V(1, r)-V(0, r)), lambda r: V(0, r))
    for l, e in enumerate((strong(0, H0)[0], strong(1, H0)[0], sl[2][0][0])):
        assert abs(e-Eg[l]) < 2e-4   # incompleteness of 15 even-tempered Gaussians
    print("  semilocal 3s 3p 3d 4s 4p (Ha):", " ".join(f"{e:.5f}" for e in
          (sl[0][0][0], sl[1][0][0], sl[2][0][0], sl[0][0][1], sl[1][0][1])))
    print("  Gaussian-basis 3s 3p 3d (Ha):", " ".join(f"{e:.5f}" for e in Eg))
    t0 = 1+H0[2](rf); El = np.array([weak(l, H0, 1)[0][0] for l in range(13)])
    print(f"  a=0: min t0={t0.min():.4f} at r={rf[t0.argmin()]:.3f} bohr; s-d mapping min t="
          f"{(1+rf**2*(V(2, rf)-V(0, rf))/3).min():.4f}")
    dd = El[2]-sl[2][0][0]
    print(f"  a=0: 3d={El[2]:.5f} Ha, error {dd:+.5f} Ha = {dd*EV:+.3f} eV")
    print("  a=0 lowest E l=0..6 (Ha):", " ".join(f"{e:.4f}" for e in El[:7]))
    wronskian(H0)
    if t0.min() > 0:
        assert (np.diff(El) > 0).all(); print("  t0>0: levels rise with l up to l=12")
        continue
    neg = rf[t0 < 0]; below = np.nonzero(El < El[0])[0]
    print(f"  t0<0 for {neg[0]:.3f}<r<{neg[-1]:.3f} bohr; first l<=12 below 3s: {below[:1].tolist()}")
    collapse(H0)
    es, ep = sl[0][0][0], sl[1][0][0]; cs, cp = sl[0][1][:, 0], sl[1][1][:, 0]
    I = cumulative_trapezoid(orb(cs, rf)[0]*orb(cp, rf)[0]*t0/rf**2, rf, initial=0)
    bad = rf[I < 0]
    print(f"  Delta eps={ep-es:.5f} Ha; last zero of I(r)={bad[-1] if len(bad) else 0.:.3f} bohr")
    def lam(c, r):   # log derivative; beyond 4 bohr it is multiplied by a negligible a'
        out = 0*r; m = r <= 4; u, du = orb(c, r[m]); out[m] = du/u; return out
    def tfun(r, a, da, Ls, Lp): return (1+a)*(1+H0[2](r))-a*r*r*(ep-es)+da*r*r*(Lp-Ls)/2
    shape = lambda a0, rc: (lambda r: -a0*np.exp(-(r/rc)**4), lambda r: 4*a0*r**3/rc**4*np.exp(-(r/rc)**4))
    Ls, Lp = lam(cs, rf), lam(cp, rf); scan = []
    for a0 in (.5, .6, .7, .8, .85, .9, .95):
        for rc in (.9, 1., 1.1, 1.2, 1.3, 1.4, 1.5, 1.6):
            a, da = shape(a0, rc); scan.append((tfun(rf, a(rf), da(rf), Ls, Lp).min(), a0, rc))
    ok = [s for s in scan if s[0] > 0.02]; tm, a0, rc = ok[0] if ok else max(scan)
    a, da = shape(a0, rc)
    H1 = (a, da, lambda r: tfun(r, a(r), da(r), lam(cs, r), lam(cp, r))-1-a(r),
          lambda r: es+(1+a(r))*(V(0, r)-es)+da(r)*(lam(cs, r)-1/r)/2)
    t1 = 1+a(rf)+H1[2](rf)
    print(f"  a=-a0 exp(-(r/rc)^4): a0={a0}, rc={rc} bohr; min p={1-a0:.3f}, min t={tm:.4f} "
          f"at r={rf[t1.argmin()]:.3f} bohr")
    print(f"  largest masses: m_rad={1/(1-a0):.2f}, 1/min t={1/tm:.2f} (electron masses)")
    for R in (.4, .8):
        Ra = np.array([R])
        print(f"  r={R}: t0={1+H0[2](Ra)[0]:.4f} a={a(Ra)[0]:.4f} a'={da(Ra)[0]:.4f} "
              f"dLam={(lam(cp, Ra)-lam(cs, Ra))[0]:.4f} t={1+a(Ra)[0]+H1[2](Ra)[0]:.4f} v={H1[3](Ra)[0]:.4f} Ha")
    W = [weak(l, H1)[0] for l in range(13)]
    for l, e in ((0, es), (1, ep)):
        assert abs(W[l][0]-e) < 1e-5 and abs(strong(l, H1)[0]-e) < 1e-5
    wronskian(H1)
    if tm > 0:
        assert (np.diff(np.array(W), axis=0) > 0).all(); print("  p,t>0: levels rise with l up to l=12")
    print("  with a: lowest E l=0..6 (Ha):", " ".join(f"{e[0]:.4f}" for e in W[:7]))
    for lab, e, ref in (('3d', W[2][0], sl[2][0][0]), ('4s', W[0][1], sl[0][0][1]), ('4p', W[1][1], sl[1][0][1])):
        print(f"  with a: {lab}={e:.5f} Ha, error {e-ref:+.5f} Ha = {(e-ref)*EV:+.3f} eV")
print(f"1 Ha = {EV:.4f} eV")
print("all tests passed")
```

Output:

```
const a=-0.3 b=0.5 Z=2 l=1: s=2.41796 E=-0.488690 Ha (formula -0.488690)
const a=-0.3 b=-0.4 Z=2 l=1: s=1.55221 E=-1.185856 Ha (formula -1.185856)
model a=-0.5exp(-r^2), b=-0.8r^2exp(-r^2), v=-2/r
  lowest E l=0..3 (Ha): -3.406686 -0.747085 -0.237089 -0.125177
  max|form-radial eq|=4.6e-13 Ha; E0 without a'/(2r)=-3.822146 Ha
  mu=0.4502, bound -Z^2/(2mu)=-4.4428 Ha
p=1-1.5exp(-4(r-1)^2): <p> over bump = -0.45836
  k=50/bohr: E=-579.5 Ha, k^2<p>/2=-572.9 Ha
  k=100/bohr: E=-2298.4 Ha, k^2<p>/2=-2291.8 Ha
  k=200/bohr: E=-9173.7 Ha, k^2<p>/2=-9167.1 Ha
model a=1.5exp(-r^2), b=-6r^2exp(-r^2), v=-2/r
  r0=0.9813 bohr, g=-0.32872 Ha, g''=5.896 Ha/bohr^2, p(r0)=1.5726
  l=30: E=-262.82 Ha, l(l+1)g=-305.71, omega/2=46.43, rest=-3.54
  l=60: E=-1114.57 Ha, l(l+1)g=-1203.10, omega/2=92.11, rest=-3.58
P4+ bfdpp: Zeff=5; terms (n,alpha,c) of c r^(n-2) exp(-alpha r^2), l=-1 local
  l=-1: (1,2.026228,5.000000) (2,2.748418,-14.943751) (3,9.959701,10.131141)
  l=0: (2,2.604707,23.624795)
  l=1: (2,2.549579,18.185472)
  semilocal 3s 3p 3d 4s 4p (Ha): -2.37681 -1.96499 -1.44776 -1.15872 -0.99982
  Gaussian-basis 3s 3p 3d (Ha): -2.37681 -1.96499 -1.44776
  a=0: min t0=0.2847 at r=0.597 bohr; s-d mapping min t=-0.1122
  a=0: 3d=-1.32014 Ha, error +0.12762 Ha = +3.473 eV
  a=0 lowest E l=0..6 (Ha): -2.3768 -1.9650 -1.3201 -0.7834 -0.5001 -0.3472 -0.2551
  t0>0: levels rise with l up to l=12
P4+ ccecp: Zeff=5; terms (n,alpha,c) of c r^(n-2) exp(-alpha r^2), l=-1 local
  l=-1: (1,5.872694,5.000000) (2,4.692469,-17.011136) (3,9.891298,29.363469)
  l=0: (2,12.091334,15.259383) (2,3.044535,31.707918)
  l=1: (2,4.310884,7.747190) (2,2.426903,13.932528)
  semilocal 3s 3p 3d 4s 4p (Ha): -2.36302 -1.95643 -1.43469 -1.14158 -0.99625
  Gaussian-basis 3s 3p 3d (Ha): -2.36302 -1.95643 -1.43469
  a=0: min t0=-0.3521 at r=0.444 bohr; s-d mapping min t=-0.3126
  a=0: 3d=-1.30736 Ha, error +0.12733 Ha = +3.465 eV
  a=0 lowest E l=0..6 (Ha): -2.3630 -1.9564 -1.3074 -0.7787 -0.4999 -4.1437 -11.5623
  t0<0 for 0.258<r<0.691 bohr; first l<=12 below 3s: [5]
  r0=0.3592 bohr, g=-1.11727 Ha, g''=104.924 Ha/bohr^2, p(r0)=1.0000
  l=30: E=-877.60 Ha, l(l+1)g=-1039.06, omega/2=156.19, rest=5.28
  l=60: E=-3773.71 Ha, l(l+1)g=-4089.21, omega/2=309.85, rest=5.65
  Delta eps=0.40659 Ha; last zero of I(r)=0.837 bohr
  a=-a0 exp(-(r/rc)^4): a0=0.95, rc=1.0 bohr; min p=0.050, min t=0.0275 at r=0.276 bohr
  largest masses: m_rad=20.00, 1/min t=36.37 (electron masses)
  r=0.4: t0=-0.3360 a=-0.9260 a'=0.2371 dLam=-0.1725 t=0.0321 v=-1.1851 Ha
  r=0.8: t0=0.3049 a=-0.6307 a'=1.2917 dLam=-0.1716 t=0.2058 v=-1.6135 Ha
  p,t>0: levels rise with l up to l=12
  with a: lowest E l=0..6 (Ha): -2.3630 -1.9564 -1.3040 -0.7773 -0.4998 -0.3472 -0.2551
  with a: 3d=-1.30402 Ha, error +0.13066 Ha = +3.556 eV
  with a: 4s=-1.15414 Ha, error -0.01255 Ha = -0.342 eV
  with a: 4p=-1.00293 Ha, error -0.00668 Ha = -0.182 eV
1 Ha = 27.2114 eV
all tests passed
```
